\section*{Why slow plasmons cannot screen an exciton in a doped monolayer, part 2}

Free carriers dope a monolayer semiconductor. How does their finite response time change exciton screening from its static value? The pair has $m_e=m_h=m$, $\varepsilon_k=\hbar^2k^2/2m$ and, in Gaussian units, $v(q)=2\pi e^2/[q(\kappa+r_0q)]$. The carriers are a zero-temperature RPA Fermi sea (density $n$, degeneracy $g$, mass $m$, Fermi wave vector $k_F$, $N_0=gm/2\pi\hbar^2$) in a band the exciton does not use. Frequencies are energies; $\sum_q$ means $\int d^2q/(2\pi)^2$.

With Lindhard function $\chi_0$, $\epsilon=1-v\chi_0$, $\epsilon_0=\epsilon(q,0)$, $W=v/\epsilon=v+W^c$, $B=-\mathrm{Im}\,W/\pi\ge0$ and $\omega_{\rm cl}^2=2nv\varepsilon_q$, the sum rules are
\begin{equation}
2\!\int\!\frac{B}{\omega}\,d\omega=|W^c(q,0)|=v\Big(1-\frac1{\epsilon_0}\Big),\qquad 2\!\int\!\omega B\,d\omega=v\,\omega_{\rm cl}^2,
\label{sum}
\end{equation}
The sea acts as bosons of energy $\omega$ coupled to $\rho_q=e^{-i\mathbf q\cdot\mathbf r_e}-e^{-i\mathbf q\cdot\mathbf r_h}$. With pair kinetic energy $T$, $H=T-v(r)$, and $E$ measured from the undoped gap,
\begin{equation}
\Big[H-\sum_q\!\int\! d\omega\,B\,\rho_q^\dagger\frac{1}{\omega+H_1-E}\rho_q\Big]\psi=E\psi .
\label{eff}
\end{equation}
While a boson is in flight the pair moves freely ($H_1=T$) or keeps its attraction ($H_1=H$). For $H_1=T$, with $\mathbf k'=\mathbf k-\mathbf q$, $\Delta=\varepsilon_k+\varepsilon_{k'}-E$, $G(q,\Delta)=\int d\omega\,B/(\omega+\Delta)$ and $S(k,E)=\sum_qG(q,\Delta)$,
\begin{equation}
[2\varepsilon_k-2S(k,E)]\psi_k-\sum_{k'}\,[v(q)-2G(q,\Delta)]\,\psi_{k'}=E\psi_k .
\label{pair}
\end{equation}
The surviving fraction of static screening, $R=2G/|W^c(q,0)|$, obeys, with $\tilde\omega^2=\omega_{\rm cl}^2/(1-1/\epsilon_0)$,
\begin{equation}
R\le\frac{\langle\omega\rangle}{\langle\omega\rangle+\Delta}\le\frac{\tilde\omega}{\tilde\omega+\Delta}.
\label{bound}
\end{equation}
Here $\langle\omega\rangle$ is weighted by $B/\omega$.

Without $S$, at fixed quasiparticle energies, $0<v/\epsilon_0<v-2G<v$ gives $E_b^{\rm stat}<E_b^{\rm kernel}<E_b^0$. The lowest eigenvalues with $v$ and $v/\epsilon_0$ are $E_0=-E_b^0$ and $E_s=-E_b^{\rm stat}$; ground states have $\psi_k\ge0$. The first-order kernel loss is $K_{\rm dyn}=\sum_{kk'}\psi_k\,2G\,\psi_{k'}$, with static value $K_{\rm stat}$.

The example has $m=0.5\,m_0$, $r_0=40$ \AA, $\kappa=4$, $g=2$, $E_b^0=214$ meV, rms radius $a=13.45$ \AA\ and typical denominator $\bar\Delta=E_b^0+\langle T\rangle=313$ meV. At $n=10^{11}$, $10^{12}$, $10^{13}$ cm$^{-2}$, $E_b^{\rm stat}=99$, 34, 4 meV and $E_b^{\rm kernel}=210$, 196, 148 meV. "The ring" is a seven-site test model with unequal hoppings.

\section{The self-energy at the same order}

Q: My line then sits 196 meV below the gap at $10^{12}$. But doping also lowers the gap. Should the line not follow it down?

A: It should not, and here the fixed-quasiparticle result must be read with care, because the term $S$ that was dropped is of the same order in $W^c$ as $2G$. For an electron and a hole far apart and at rest, second-order perturbation theory lowers each by
\begin{equation}
S_{\rm on}=\sum_qG(q,\varepsilon_q),
\end{equation}
so the gap drops by $2S_{\rm on}=153$ meV at $10^{12}$. Using this gap with the dynamical kernel would move the line down by about $153-18=135$ meV. That assigns the full on-shell self-energy to carriers that are bound, although their denominators in Eq.~(\ref{pair}) contain $\Delta$ and not $\varepsilon_q$; the average $2\langle S\rangle$ in the bound state is 21 meV.

The consistent first-order redshift of the line follows from Eq.~(\ref{eff}) with the undoped state $\psi_0$:
\begin{equation}
X=\sum_q\!\int\! d\omega\,B\,\Big\langle\rho_q^\dagger\frac{1}{\omega+H_1-E_0}\rho_q\Big\rangle .
\end{equation}
For $H_1=T$, Eq.~(\ref{pair}) gives $X_{\rm free}=2\langle S\rangle-K_{\rm dyn}=20.98-17.24=3.7$ meV, and a real-space partial-wave sum agrees within the tested 1\% of $X_{\rm free}$. Self-energy and kernel largely cancel because the pair is neutral: $\rho_q\to0$ as $\mathbf r_e\to\mathbf r_h$. On the ring, a strong attraction makes the line shift $7\times10^{-5}$ of the gap drop, while $K_{\rm dyn}$ is $0.012$ of it, so the kernel alone would wrongly let the line follow the gap.

The static value replaces the denominator by $\omega$. Since $\rho_q^\dagger\rho_q=2-2\cos\mathbf q\cdot\mathbf r$, it is $X_{\rm stat}=2S_{\rm stat}-K_{\rm stat}$ with $2S_{\rm stat}=\sum_q|W^c(q,0)|$. As operators $T-E_0\ge H-E_0\ge0$, and the inverse reverses the order of positive operators, so
\begin{equation}
X_{\rm free}\le X_{\rm int}\le X_{\rm stat},
\end{equation}
where $X_{\rm int}$ has $H_1=H$. At $10^{12}$ these are 3.7, 5.7 and 22 meV. The same operator ordering, with $T-E\ge0$, holds for the full Eq.~(\ref{pair}) and gives $E_s-2S_{\rm stat}\le E\le E_0$. Its redshifts are 0.5, 3.8 and 22 meV against the static 5, 26 and 102 meV. The rms radius of the no-boson component is 13.5, 13.9 and 15.4 \AA, against the static 14, 18 and 49 \AA. Measured against Eq.~(\ref{pair}), which has $H_1=T$, static screening overstates the line shift by a factor of 5 to 11 (with $H_1=H$ the first-order ratios $X_{\rm stat}/X_{\rm int}$ are 6.4, 3.9 and 2.6) and inflates an orbit that changes by 15\% of $a$ at the highest density.

Q: If I define binding as the distance from the line to the lowered gap, is static screening still too pessimistic?

A: At first order in $W^c$ and for equal masses yes, but by much less. The line is at $E_0-X$ and the gap at $-2S_{\rm on}$, so the loss of binding is $L=2S_{\rm on}-X$, and statically $L_{\rm stat}=2S_{\rm stat}-X_{\rm stat}=K_{\rm stat}$. Therefore
\begin{equation}
L_{\rm stat}-L=(2S_{\rm stat}-2S_{\rm on})-(X_{\rm stat}-X),
\end{equation}
a recoil term minus a retardation term, both positive. Compare them mode by mode, per unit $B/\omega$, using $1/\omega-1/(\omega+D)=D/[\omega(\omega+D)]$. The recoil term is $2\varepsilon_q/(\omega+\varepsilon_q)$. The retardation term for $X_{\rm int}$ is $\int d\mu(D)\,D/(\omega+D)$, where $\mu$ is the distribution of excitation energies $D$ of $H-E_0$ in the state $\rho_q\psi_0$. Its total weight is $\mathcal N=2-2F(q)$, with $F=\langle\cos\mathbf q\cdot\mathbf r\rangle=\sum_k\psi_k\psi_{k-q}\ge0$ because $\psi_k\ge0$, so $\mathcal N\le2$. For its first moment, take real $\psi_0$ and any function $f$ of the coordinates. Then $|\nabla(f\psi_0)|^2=|\nabla f|^2\psi_0^2+\nabla\psi_0\cdot\nabla(|f|^2\psi_0)$, and the last term, integrated by parts, cancels against the potential and $E_0$ by the Schr\"odinger equation. With $|\nabla_e\rho_q|^2=|\nabla_h\rho_q|^2=q^2$,
\begin{equation}
\int\! D\,d\mu=\frac{\hbar^2}{2m}\big\langle|\nabla_e\rho_q|^2+|\nabla_h\rho_q|^2\big\rangle=2\varepsilon_q .
\end{equation}
Concavity of $D/(\omega+D)$ then gives
\begin{equation}
\int\! d\mu\,\frac{D}{\omega+D}\le\mathcal N\,\frac{2\varepsilon_q/\mathcal N}{\omega+2\varepsilon_q/\mathcal N}=\frac{2\varepsilon_q}{\omega+2\varepsilon_q/\mathcal N}\le\frac{2\varepsilon_q}{\omega+\varepsilon_q},
\end{equation}
so $L_{\rm stat}\ge L$ for $X=X_{\rm int}$, that is for $H_1=H$. For unequal masses the recoil term is a sum of two concave terms that lies below the equal-mass value at the same total recoil energy, and this argument does not close.

At $10^{12}$, $L_{\rm stat}-L=53.5-16.6=36.9$ meV, with $L=152.8-5.7=147$ meV and $L_{\rm stat}=184$ meV. The three densities give $L=88$, 147 and 205 meV against 115, 184 and 237 meV, an overestimate of 31, 25 and 15\% of $L$, where the kernel alone suggested factors $K_{\rm stat}/K_{\rm dyn}$ of 30, 11 and 4. The gap term $S_{\rm on}$ has $\omega+\varepsilon_q$ in its denominator where the kernel has $\omega+\Delta$, and the long-wavelength modes show the effect most plainly. For them the recoil fraction $\varepsilon_q/\omega\propto q^{3/2}$ and $\mathcal N\approx q^2a^2/2$ both vanish, so they contribute $2B/\omega$ to $L$ and to $L_{\rm stat}$ alike. A slow mode does not screen the bound pair, but it does dress two separated carriers at rest. Modes with $qa<0.3$ supply only 67, 44 and 34\% of $L$; the ratio of $L$ to $L_{\rm stat}$ is still 0.6 to 0.9 for $0.3<qa<1$ and 0.6 to 0.7 for $qa>1$. Most of $L$ is motion of the gap.

Beyond first order the ordering is not established. At $10^{13}$ the static loss from the full solution saturates at 210 meV, since it cannot exceed $E_b^0$, while $2S_{\rm on}$ minus the redshift from Eq.~(\ref{pair}) is $233.8-21.5=212$ meV.

\section{Limits}

Q: Which of these numbers would you trust against a measurement?

A: None is a prediction for a material, and within the model they are not equally controlled. First-order theory needs a small admixture of one-boson states. For a free carrier this admixture is $\sum_q\int B/(\omega+\varepsilon_q)^2=1/Z-1$, and $Z=0.11$, $0.22$, $0.4$ correspond to about 8, 3.5 and 1.5. The dressed gap, and with it $L$, is therefore indicative at best, and a gap whose quasiparticles carry so little weight need not appear as a sharp edge. That $Z$ grows with density fits the small-$q$ part of the sum: there $B=\tfrac12v\omega_{\rm cl}\,\delta(\omega-\omega_{\rm cl})$ by the second sum rule, and the summand $v/2\omega_{\rm cl}$ scales as $n^{-1/2}$. The full sum, of which the plasmon supplies more than 80\%, falls more slowly, by a factor of about 2.3 to 2.4 per decade of density instead of $\sqrt{10}$.

For the exciton with free intermediate pairs every denominator exceeds $E_b^0$, so the admixture is below $X_{\rm free}/E_b^0$, which is $0.017$ at $10^{12}$ and $0.096$ at $10^{13}$. Within the one-boson equation the line shift is thus perturbative. States with more bosons, which dress the nearly free pair in the intermediate state, are left out, so convergence of the full expansion is not established. The value also depends on $H_1$: $X_{\rm int}$ exceeds $X_{\rm free}$ by 62, 54 and 39\%, so the first-order kernel fixes it to no better than that.

The model itself fails in three ways. If the carriers occupy the band of the exciton's own electron or hole, Pauli blocking removes states with $k<k_F$, and at $10^{13}$ $k_F=0.079$ \AA$^{-1}$ already exceeds $1/a=0.074$ \AA$^{-1}$. Linear response of the sea omits the repeated scattering of one carrier off the exciton that forms trions and exciton polarons. The RPA omits exchange and short-range correlation within the sea, and these are not small here: with the Coulomb tail $e^2/\kappa r$, $r_s=42$, 13 and 4.2, and the first value lies in the range $r_s\approx30$--$40$ and above where a clean two-dimensional gas crystallizes. The $q\to0$ limit of the static kernel is $d\mu/dn$, which is $1/N_0=48$ eV\,\AA$^2$ in the RPA, while exchange alone makes it negative at $10^{11}$ and $10^{12}$. The positive static kernel used in the ordering proof is therefore a property of the RPA. The numbers also assume $T\ll T_F=5.6$, 56 and 556 K; with the static Lindhard function at 300 K, $E_b^{\rm stat}$ is 163, 74 and 8 meV instead of 99, 34 and 4. For a weakly bound and extended state, where $\Delta$ falls below $\tilde\omega$ at the wave vectors it samples, the bound~(\ref{bound}) no longer forces $R$ to be small, and the static kernel is recovered as $\Delta/\omega\to0$.

\section*{Calculated quantities}
\begin{verbatim}
m = 0.5 m0, r0 = 40.0 A, kappa = 4.0, g = 2
e^2 = 14.3996 eV A, hbar^2/m = 15.2399 eV A^2
Eb0 = 214.0 meV (Gaussians), 214.1 meV (finite differences)
Eb0 = 0.00786 hartree
rms radius a = 13.45 A, 1/a = 0.0744 1/A, v(1/a) = 174.5 eV A^2
<T> = 99.3 meV, Dbar = Eb0+<T> = 313.3 meV, eps(1/a) = 42.1 meV
n [cm^-2]                               1e+11      1e+12      1e+13
k_F [1/A]                            0.007927    0.02507    0.07927
E_F [meV]                              0.4788      4.788      47.88
eps(1/a,0) [1]                          1.084      1.953      4.644
w_classical(1/a) [meV]                  12.12      38.34      121.2
continuum top(1/a) [meV]                51.12      70.54        132
RPA plasmon(1/a), nan=none [meV]          nan      70.59      154.5
w_tilde(1/a) [meV]                      43.61      54.89      136.9
w_tilde/Eb0 [1]                        0.2038     0.2565     0.6396
R(1/a,Dbar) [1]                        0.1214     0.1412     0.2854
bound on R [1]                         0.1222     0.1491      0.304
Eb static [meV]                         99.28       33.6      4.436
Eb kernel only [meV]                    210.1      195.7      148.1
loss static [meV]                       114.7      180.4      209.6
loss kernel only [meV]                  3.859      18.26      65.91
rms radius static [A]                   14.09      18.16       49.3
rms radius kernel only [A]              13.42      13.45      14.06
rms radius kernel+S [A]                  13.5      13.85      15.44
line redshift static [meV]              5.181      25.87      102.3
line redshift kernel+S [meV]           0.4863      3.785       21.5
gap drop 2S_static [meV]                119.9      206.3      311.9
gap drop 2S_on [meV]                    88.48      152.8      233.8
carrier weight Z [1]                   0.1131     0.2227     0.4067
1st: K_static=L_static [meV]            114.9      183.9      236.8
1st: K_dyn [meV]                        3.809      17.24      55.38
1st: K_dyn/K_static [1]               0.03315    0.09376     0.2339
1st: 2<S> off shell [meV]               4.294      20.98      75.95
1st: X_free k-space [meV]              0.4851      3.731      20.57
1st: X_free r-space [meV]              0.4846      3.727      20.55
1st: X_int [meV]                       0.7852      5.736      28.55
1st: X_static [meV]                     5.002      22.36       75.1
1st: L=2S_on-X_int [meV]                87.69      147.1      205.2
1st: recoil 2S_st-2S_on [meV]           31.43      53.49      78.09
1st: X_static-X_int [meV]               4.216      16.63      46.55
1st: L_static-L [meV]                   27.21      36.86      31.54
n=1e12, bath x10 faster: Eb kernel = 110.6 meV
n=1e12, bath x1e4 faster: Eb kernel = 33.7 meV
ring N=7, te=1.0, th=0.6, U=3, coupling 0.3 (energies in te):
  E diagonalized = -1.80383652, E pair equation = -1.80383652
ring U=60, coupling 0.02: gap drop = 2.9909e-03 (diag.), 2.9996e-03 (formula)
  X/gap drop = 6.66e-05, K_dyn/gap drop = 0.012
\end{verbatim}
